# Two Debye relaxations of an axially symmetric molecule with a tilted dipole: a numerical check

```python
"""Rotational diffusion of a rigid top with a dipole tilted from its axis.

Result under test:
  C(t) = cos(b)^2 exp(-2 Dperp t) + sin(b)^2 exp(-(Dperp + Dpar) t)
  chi(w) = S [cos(b)^2/(1+i w/(2 Dperp)) + sin(b)^2/(1+i w/(Dperp+Dpar))]
  S = N mu^2/(3 eps0 kB T)
b: angle between dipole and symmetry axis; Dpar, Dperp: rotational
diffusion coefficients about and across that axis; N: number density;
mu: dipole moment; w: angular frequency, time factor exp(+i w t).
Rates are in 1/ns and times in ns unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csc_matrix, diags, identity
from scipy.sparse.linalg import spsolve
from scipy.spatial.transform import Rotation


def correlation(t, d_perp, d_par, tilt):
    return (np.cos(tilt)**2 * np.exp(-2 * d_perp * t)
            + np.sin(tilt)**2 * np.exp(-(d_perp + d_par) * t))


def spectrum(omega, d_perp, d_par, tilt):
    """Susceptibility divided by its static value."""
    return (np.cos(tilt)**2 / (1 + 1j * omega / (2 * d_perp))
            + np.sin(tilt)**2 / (1 + 1j * omega / (d_perp + d_par)))


def mean_rotation(d_xyz, dt):
    """Mean matrix of a Gaussian random rotation about the body axes."""
    x, w = np.polynomial.hermite_e.hermegauss(8)
    w = w / w.sum()
    grid = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    vectors = grid * np.sqrt(2 * np.array(d_xyz) * dt)
    matrices = Rotation.from_rotvec(vectors).as_matrix()
    return np.einsum("n,nij->ij", weight, matrices)


def brownian_correlation(t, d_perp, d_par, tilt, steps=500):
    """Product of many small mean rotations, extrapolated to zero step."""
    u = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    values = []
    for n in (steps, 2 * steps):
        m = mean_rotation((d_perp, d_perp, d_par), t / n)
        values.append(u @ np.linalg.matrix_power(m, n) @ u)
    return 2 * values[1] - values[0]


def axis_rates(d_xyz, dt=1e-3):
    """Decay rates of the three body axes from random rotations."""
    coarse = -np.log(np.diag(mean_rotation(d_xyz, dt))) / dt
    fine = -np.log(np.diag(mean_rotation(d_xyz, dt / 2))) / (dt / 2)
    return 2 * fine - coarse


def grid_response(omegas, d_perp, d_par, tilt, n_theta=60, n_psi=64):
    """Mean dipole projection per unit mu E/(kB T), from a grid.

    theta, psi: direction of the field seen from the body. Hops between
    cells obey detailed balance with the Boltzmann distribution.
    """
    h, k = np.pi / n_theta, 2 * np.pi / n_psi
    theta = (np.arange(n_theta) + 0.5) * h
    psi = np.arange(n_psi) * k
    th, ps = np.meshgrid(theta, psi, indexing="ij")
    area = np.sin(th).ravel()
    proj = (np.cos(tilt) * np.cos(th)
            + np.sin(tilt) * np.sin(th) * np.cos(ps)).ravel()
    idx = np.arange(n_theta * n_psi).reshape(n_theta, n_psi)
    a = np.concatenate([idx[:-1].ravel(), idx.ravel()])
    b = np.concatenate([idx[1:].ravel(), np.roll(idx, -1, axis=1).ravel()])
    c_theta = d_perp * np.sin(theta[:-1] + h / 2) / h**2
    c_psi = (d_perp / np.tan(theta)**2 + d_par) * np.sin(theta) / k**2
    c = np.concatenate([np.repeat(c_theta, n_psi), np.repeat(c_psi, n_psi)])

    def generator(x):
        bias = np.exp(x * (proj[b] - proj[a]) / 2)
        data = np.concatenate([c / area[a] * bias, c / area[b] / bias])
        w = csc_matrix((data, (np.concatenate([b, a]),
                               np.concatenate([a, b]))),
                       shape=(area.size, area.size))
        return w - diags(np.asarray(w.sum(axis=0)).ravel())

    x = 1e-3
    source = (generator(x) - generator(-x)) @ (area / area.sum()) / (2 * x)
    w0 = generator(0.0)
    eye = identity(area.size, format="csc")
    return np.array([proj @ spsolve((1j * om * eye - w0).tocsc(),
                                    source.astype(complex))
                     for om in omegas])


def cavity_factors(aspect, eps):
    """Field in an empty prolate cavity / applied field: along, across."""
    def depolarization(axis_sq):
        f = lambda s: 1 / ((s + axis_sq) * np.sqrt(s + aspect**2) * (s + 1))
        return aspect / 2 * quad(f, 0, np.inf, epsabs=1e-12)[0]
    shape = np.array([depolarization(aspect**2), depolarization(1.0)])
    return eps / (eps + (1 - eps) * shape)


def cavity_by_matching(aspect, eps):
    """Same factors from matching potentials in spheroidal coordinates."""
    xi = aspect / np.sqrt(aspect**2 - 1)
    w = xi**2 - 1
    log = np.log((xi + 1) / (xi - 1))
    q, dq = xi * log / 2 - 1, log / 2 - xi / w
    along = (xi, 1.0, q, dq)
    across = (np.sqrt(w), xi / np.sqrt(w), np.sqrt(w) * dq,
              xi / np.sqrt(w) * dq + 2 / w**1.5)
    factors = []
    for p, dp, out, dout in (along, across):
        matrix = np.array([[p, -out], [dp, -eps * dout]])
        factors.append(np.linalg.solve(matrix, np.array([p, eps * dp]))[0])
    return np.array(factors)


def loss_maxima(d_perp, d_par, tilt):
    loss = -spectrum(np.logspace(-3, 4, 20001), d_perp, d_par, tilt).imag
    return int(np.sum((loss[1:-1] > loss[:-2]) & (loss[1:-1] > loss[2:])))


def peak_and_width(d_perp, d_par, tilt):
    """Peak angular frequency, peak loss, full half-height width (decades)."""
    loss = lambda y: -spectrum(10**y, d_perp, d_par, tilt).imag
    best = minimize_scalar(lambda y: -loss(y), bounds=(-2, 3),
                           method="bounded", options={"xatol": 1e-9})
    top = loss(best.x)
    left = brentq(lambda y: loss(y) - top / 2, -5, best.x)
    right = brentq(lambda y: loss(y) - top / 2, best.x, 6)
    return 10**best.x, top, right - left


# Round model parameters
d_perp, d_par = 0.5, 5.0
tilt_deg, temperature = 50.0, 300.0
dipole_debye, conc_mol_l = 3.0, 0.1
length_nm, width_nm, mass_u = 2.0, 0.5, 300.0
eps_solvent, field_mv_cm, jump_deg = 2.0, 0.01, 30.0
tilt = np.radians(tilt_deg)

# Correlation from random rotations, for a rod-like and a disc-like top
correlation_error = 0.0
for dp, da, angle in ((d_perp, d_par, tilt), (2.0, 0.4, 0.6)):
    for t in (0.1, 0.5, 1.0):
        error = abs(brownian_correlation(t, dp, da, angle)
                    - correlation(t, dp, da, angle))
        correlation_error = max(correlation_error, error)
assert correlation_error < 1e-4

# Each axis relaxes by the diffusion about the other two axes
d_unequal = np.array([1.1 * d_perp, 0.9 * d_perp, d_par])
rates_unequal = axis_rates(d_unequal)
assert np.allclose(rates_unequal, d_unequal.sum() - d_unequal, rtol=1e-3)

# Complex response from the diffusion equation in a field
response_error = 0.0
for dp, da, angle in ((d_perp, d_par, tilt), (2.0, 0.4, 0.6)):
    omegas = np.array([0.3, 2.0, 8.0])
    numeric = 3 * grid_response(omegas, dp, da, angle)
    error = np.max(np.abs(numeric - spectrum(omegas, dp, da, angle)))
    response_error = max(response_error, error)
# Second-order grid error: squared angular spacing is up to about 0.01
assert response_error < 3e-3

# One merged loss maximum here, two when spinning is much faster
d_par_fast = 20.0
maxima_here = loss_maxima(d_perp, d_par, tilt)
maxima_fast = loss_maxima(d_perp, d_par_fast, tilt)
assert maxima_here == 1 and maxima_fast == 2

# Local field in a spheroidal cavity
aspect = length_nm / width_nm
g_along, g_across = cavity_factors(aspect, eps_solvent)
assert np.allclose([g_along, g_across],
                   cavity_by_matching(aspect, eps_solvent), rtol=1e-6)

# Example values in SI
kt = const.k * temperature
mu = dipole_debye * 1e-21 / const.c
density = conc_mol_l * 1e3 * const.N_A
strength = density * mu**2 / (3 * const.epsilon_0 * kt)
weight_1, weight_2 = np.cos(tilt)**2, np.sin(tilt)**2
rate_1, rate_2 = 2 * d_perp, d_perp + d_par
omega_peak, loss_peak, width = peak_and_width(d_perp, d_par, tilt)
width_debye = peak_and_width(d_perp, d_par, 0.0)[2]
to_mhz = 1e3 / (2 * np.pi)

# Sizes of neglected effects
semi_a, semi_b = length_nm * 0.5e-9, width_nm * 0.5e-9
mass = mass_u * const.atomic_mass
inertia_perp = mass * (semi_a**2 + semi_b**2) / 5
inertia_par = 2 * mass * semi_b**2 / 5
t_perp = inertia_perp * d_perp * 1e9 / kt
t_par = inertia_par * d_par * 1e9 / kt
jump = np.radians(jump_deg)
turned = Rotation.from_rotvec([0, 0, jump]).as_matrix()[0, 0]
jump_loss = 1 - 2 * (1 - turned) / jump**2
x_field = mu * field_mv_cm * 1e8 / kt
saturation = 1 - 3 * (1 / np.tanh(x_field) - 1 / x_field) / x_field
coupling = mu**2 * density / (4 * np.pi * const.epsilon_0
                              * eps_solvent * kt)
amp_1 = strength * weight_1 * g_along**2
amp_2 = strength * weight_2 * g_across**2
apparent_tilt = np.degrees(np.arctan(np.sqrt(amp_2 / amp_1)))
spread = abs(rates_unequal[0] - rates_unequal[1]) / rate_2

print(f"Input D_perp = {d_perp:.2f} 1/ns")
print(f"Input D_par = {d_par:.2f} 1/ns")
print(f"Input tilt = {tilt_deg:.1f} degrees")
print(f"Input temperature = {temperature:.0f} K")
print(f"Input dipole moment = {dipole_debye:.1f} D")
print(f"Dipole moment in SI = {mu:.4e} C m")
print(f"Input concentration = {conc_mol_l:.2f} mol/L")
print(f"Number density = {density:.4e} 1/m^3")
print(f"Input molecule length, width = {length_nm:.1f}, {width_nm:.1f} nm")
print(f"Input molecular mass = {mass_u:.0f} u")
print(f"Input solvent relative permittivity = {eps_solvent:.1f}")
print(f"Axial process: rate = {rate_1:.3f} 1/ns")
print(f"Axial process: time = {1 / rate_1:.4f} ns")
print(f"Axial process: Debye frequency = {rate_1 * to_mhz:.1f} MHz")
print(f"Axial process: weight = {weight_1:.4f}")
print(f"Transverse process: rate = {rate_2:.3f} 1/ns")
print(f"Transverse process: time = {1 / rate_2:.4f} ns")
print(f"Transverse process: Debye frequency = {rate_2 * to_mhz:.1f} MHz")
print(f"Transverse process: weight = {weight_2:.4f}")
for t in (0.1, 0.5, 1.0):
    exact = correlation(t, d_perp, d_par, tilt)
    walk = brownian_correlation(t, d_perp, d_par, tilt)
    print(f"C({t:.1f} ns): formula {exact:.5f}, rotations {walk:.5f}")
print(f"Largest error of C(t), all test cases = {correlation_error:.1e}")
print(f"Largest error of chi/S, all test cases = {response_error:.1e}")
print(f"Static susceptibility S = {strength:.5f}")
print(f"Axial amplitude = {strength * weight_1:.5f}")
print(f"Transverse amplitude = {strength * weight_2:.5f}")
print(f"Loss peak frequency = {omega_peak * to_mhz:.1f} MHz")
print(f"Loss peak height chi'' = {strength * loss_peak:.5f}")
print(f"Loss peak height / S = {loss_peak:.4f}")
print(f"Loss width at half height = {width:.3f} decades")
print(f"Single Debye width at half height = {width_debye:.3f} decades")
print(f"Number of loss maxima in example = {maxima_here}")
print(f"Loss maxima with D_par = {d_par_fast:.0f} 1/ns: {maxima_fast}")
print(f"Angular velocity memory, across axis = {t_perp * 1e12:.4f} ps")
print(f"Angular velocity memory, about axis = {t_par * 1e12:.4f} ps")
print(f"Memory across axis / axial time = {t_perp * rate_1 * 1e9:.1e}")
print(f"Memory about axis / transverse time = {t_par * rate_2 * 1e9:.1e}")
print(f"Rate reduction for {jump_deg:.0f} degree jumps = "
      f"{100 * jump_loss:.2f} %")
print(f"Transverse D values, unequal case = {d_unequal[0]:.2f}, "
      f"{d_unequal[1]:.2f} 1/ns")
print(f"Resulting splitting of transverse rate = {100 * spread:.2f} %")
print(f"Input field = {field_mv_cm:.3f} MV/cm")
print(f"mu E/(kB T) = {x_field:.5f}")
print(f"Static saturation correction = {saturation:.1e}")
print(f"Dipole coupling at mean spacing / kB T = {coupling:.4f}")
print(f"Cavity field factor along axis = {g_along:.4f}")
print(f"Cavity field factor across axis = {g_across:.4f}")
print(f"Axial amplitude with cavity field = {amp_1:.5f}")
print(f"Transverse amplitude with cavity field = {amp_2:.5f}")
print(f"Axial weight with cavity field = {amp_1 / (amp_1 + amp_2):.4f}")
print(f"Apparent tilt if cavity ignored = {apparent_tilt:.1f} degrees")
print("success")
```

It prints:

```
Input D_perp = 0.50 1/ns
Input D_par = 5.00 1/ns
Input tilt = 50.0 degrees
Input temperature = 300 K
Input dipole moment = 3.0 D
Dipole moment in SI = 1.0007e-29 C m
Input concentration = 0.10 mol/L
Number density = 6.0221e+25 1/m^3
Input molecule length, width = 2.0, 0.5 nm
Input molecular mass = 300 u
Input solvent relative permittivity = 2.0
Axial process: rate = 1.000 1/ns
Axial process: time = 1.0000 ns
Axial process: Debye frequency = 159.2 MHz
Axial process: weight = 0.4132
Transverse process: rate = 5.500 1/ns
Transverse process: time = 0.1818 ns
Transverse process: Debye frequency = 875.4 MHz
Transverse process: weight = 0.5868
C(0.1 ns): formula 0.71243, rotations 0.71243
C(0.5 ns): formula 0.28812, rotations 0.28812
C(1.0 ns): formula 0.15440, rotations 0.15440
Largest error of C(t), all test cases = 3.6e-08
Largest error of chi/S, all test cases = 2.6e-04
Static susceptibility S = 0.05481
Axial amplitude = 0.02265
Transverse amplitude = 0.03217
Loss peak frequency = 637.4 MHz
Loss peak height chi'' = 0.02063
Loss peak height / S = 0.3764
Loss width at half height = 1.640 decades
Single Debye width at half height = 1.144 decades
Number of loss maxima in example = 1
Loss maxima with D_par = 20 1/ns: 2
Angular velocity memory, across axis = 0.0128 ps
Angular velocity memory, about axis = 0.0150 ps
Memory across axis / axial time = 1.3e-05
Memory about axis / transverse time = 8.3e-05
Rate reduction for 30 degree jumps = 2.26 %
Transverse D values, unequal case = 0.55, 0.45 1/ns
Resulting splitting of transverse rate = 1.82 %
Input field = 0.010 MV/cm
mu E/(kB T) = 0.00242
Static saturation correction = 3.9e-07
Dipole coupling at mean spacing / kB T = 0.0065
Cavity field factor along axis = 1.0392
Cavity field factor across axis = 1.3006
Axial amplitude with cavity field = 0.02446
Transverse amplitude with cavity field = 0.05441
Axial weight with cavity field = 0.3101
Apparent tilt if cavity ignored = 56.2 degrees
success
```
